\section*{The quantized trace of the circular injection rate in Weyl semimetals, part 1}

(Sections cited here and not found follow in the later parts.)

\section{What is being computed}

\noindent\textit{Q.} I am told that circularly polarized light on a Weyl semimetal drives a current whose growth rate is fixed by $e$ and $h$ alone. An optical transition rate depends on velocities, matrix elements and densities of states, and none of these is universal. Before I argue about quantization, tell me what quantity is meant and what is assumed.

\medskip\noindent\textit{A.} The electrons are independent, have charge $q=-e$, and move in a clean crystal described by a Bloch Hamiltonian $H(\mathbf k)$ with eigenvalues $\varepsilon_n(\mathbf k)$ and eigenvectors $|u_n(\mathbf k)\rangle$, abbreviated $|n\rangle$. The light is a spatially uniform field (dipole limit),
\begin{equation}
\mathbf E(t)=\mathbf E\,e^{-\mathrm i\omega t}+\mathbf E^*e^{\mathrm i\omega t},\qquad \omega>0 .
\label{field}
\end{equation}
If the field is written instead as $\mathrm{Re}(\mathbf E_0e^{-\mathrm i\omega t})$, then $\mathbf E=\mathbf E_0/2$ and every coefficient of a quadratic response below is divided by 4. The algebra is in atomic units, $\hbar=e=1$, so $h=2\pi$ and $q=-1$; I keep $q$ as a symbol to follow its sign. The letters $a,b,l,m$ used as indices are Cartesian and are summed when repeated. The quantity is the part of the current density $\mathbf j$, of second order in $\mathbf E$, that grows linearly in time while the light is on. Its rate $d\mathbf j/dt$ is the injection rate. Each band is counted once; there is no extra spin factor.

\medskip\noindent\textit{Q.} How does the field enter? The position operator is not a matrix at fixed $\mathbf k$, so I distrust $-q\mathbf E\cdot\mathbf r$.

\medskip\noindent\textit{A.} It can be avoided. Write $\mathbf E(t)=-\partial_t\mathbf A(t)$. A uniform vector potential keeps the lattice periodicity, so $\mathbf k$ is conserved and the Hamiltonian is $H(\mathbf k-q\mathbf A(t))$. With $\mathbf A(t)=\mathbf A\,e^{-\mathrm i\omega t}+\text{c.c.}$ the amplitudes obey $\mathbf E=\mathrm i\omega\mathbf A$. To first order the perturbation is $-q\mathbf A(t)\cdot\nabla H$. For a lower band $v$ and an upper band $c$, with gap $\varepsilon_{cv}=\varepsilon_c-\varepsilon_v>0$, the coefficient of $e^{-\mathrm i\omega t}$ in the matrix element $\langle c|\cdots|v\rangle$ is
\begin{equation}
M_{cv}=-\frac{q}{\mathrm i\omega}\,\mathbf E\cdot\mathbf V_{cv},\qquad \mathbf V_{cv}=\langle c|\nabla H|v\rangle .
\end{equation}
Define the interband Berry connection $\mathbf r_{nn'}=\mathrm i\langle n|\nabla n'\rangle$ for $n\neq n'$. Differentiating $H|v\rangle=\varepsilon_v|v\rangle$ and projecting on $\langle c|$ gives $\mathbf V_{cv}+\varepsilon_c\langle c|\nabla v\rangle=\varepsilon_v\langle c|\nabla v\rangle$, because $\langle c|v\rangle=0$ removes the term $\nabla\varepsilon_v$. Hence
\begin{equation}
\mathbf r_{cv}=\frac{\mathrm i\,\mathbf V_{cv}}{\varepsilon_v-\varepsilon_c}=-\frac{\mathrm i\,\mathbf V_{cv}}{\varepsilon_{cv}},
\qquad \mathbf V_{cv}=\mathrm i\,\varepsilon_{cv}\mathbf r_{cv},
\qquad M_{cv}=-q\,\frac{\varepsilon_{cv}}{\omega}\,\mathbf E\cdot\mathbf r_{cv}.
\label{rcv}
\end{equation}
On resonance, $\varepsilon_{cv}=\omega$, this is $-q\mathbf E\cdot\mathbf r_{cv}$, and only resonant transitions will matter. Differentiating $\langle v|c\rangle=0$ gives $\langle v|\nabla c\rangle=-\langle\nabla v|c\rangle$, so $\mathbf r_{vc}=-\mathrm i\langle\nabla v|c\rangle=(\mathrm i\langle c|\nabla v\rangle)^*=\mathbf r_{cv}^*$.

\section{The injection rate}

\noindent\textit{Q.} Why should a current grow linearly in time?

\medskip\noindent\textit{A.} Because the number of excited electrons does. Let an electron start in $v$ at $t=0$, and let $c(t)$ be its amplitude in the upper band in the interaction picture. To first order $\mathrm i\,\dot c=M_{cv}e^{\mathrm i\delta t}$ with $\delta=\varepsilon_{cv}-\omega$. The other term of the field carries $e^{\mathrm i(\varepsilon_{cv}+\omega)t}$, is never resonant, and gives a bounded amplitude. Integration gives
\begin{equation}
|c(t)|^2=|M_{cv}|^2\,\frac{\sin^2(\delta t/2)}{(\delta/2)^2}\;\longrightarrow\;2\pi t\,|M_{cv}|^2\,\delta(\varepsilon_{cv}-\omega).
\end{equation}
The limit holds under a smooth integral over $\delta$, because the function narrows as $1/t$ and $\int d\delta\,\sin^2(\delta t/2)/(\delta/2)^2=2t\int dx\,\sin^2x/x^2=2\pi t$. The rate is $W=2\pi q^2|\mathbf E\cdot\mathbf r_{cv}|^2\delta(\varepsilon_{cv}-\omega)$. The downward transition is driven by the $e^{+\mathrm i\omega t}$ term, whose matrix element is $M_{cv}^*$, so it has the same rate. With Fermi occupations $f_n$ the net upward flow is $W[f_v(1-f_c)-f_c(1-f_v)]=W(f_v-f_c)$.

The velocity operator is $\nabla H$. Projecting the differentiated eigenvalue equation on $\langle n|$ gives its diagonal element, $\langle n|\nabla H|n\rangle=\nabla\varepsilon_n$. Each transition therefore changes the velocity by $\nabla\varepsilon_c-\nabla\varepsilon_v=\nabla\varepsilon_{cv}$, and with $d^3k/(2\pi)^3$ states per volume
\begin{equation}
\frac{dj_a}{dt}=2\pi q^3\sum_{v,c}\int\!\frac{d^3k}{(2\pi)^3}\,(f_v-f_c)\,\partial_a\varepsilon_{cv}\,|\mathbf E\cdot\mathbf r_{cv}|^2\,\delta(\varepsilon_{cv}-\omega),
\label{golden}
\end{equation}
where the sum runs over pairs with $\varepsilon_c>\varepsilon_v$.

\medskip\noindent\textit{Q.} You kept only the diagonal velocity. The state is a superposition of $v$ and $c$, and $\mathbf V_{cv}$ is not small.

\medskip\noindent\textit{A.} The off-diagonal elements multiply interband coherences, not populations. At first order in the field the coherence oscillates at $\omega$ and gives the ordinary optical current. At second order its static part gives a constant current, the shift current among others, which is present while the light is on and does not accumulate. After a pulse the coherences oscillate at $\varepsilon_{cv}$ and drop out of a time average, while the populations remain. Equation \eqref{golden} is the accumulating part. It is valid at second order in $\mathbf E$, that is while the excited population is small, and for times shorter than the momentum relaxation time but long enough that the resonance, of width about $1/t$ in energy, is narrow on the scale over which the rest of the integrand varies.

\section{Where the curvature comes from}

\noindent\textit{Q.} Equation \eqref{golden} contains a positive weight $|\mathbf E\cdot\mathbf r_{cv}|^2$. A Berry curvature has either sign. How does one become the other?

\medskip\noindent\textit{A.} Only a part of the weight does. Write $|\mathbf E\cdot\mathbf r_{cv}|^2=E_bE_l^*\,r^b_{cv}r^l_{vc}$ and split the product of connections into parts symmetric and antisymmetric in $b,l$. The symmetric part is $g_{bl}=\tfrac12(r^b_{cv}r^l_{vc}+r^l_{cv}r^b_{vc})=\mathrm{Re}(r^b_{cv}r^{l*}_{cv})$, the quantum metric of the pair. For the other part define
\begin{equation}
\boldsymbol\Omega^{vc}=\mathrm i\,\mathbf r_{vc}\times\mathbf r_{cv},
\qquad
\epsilon_{blm}\Omega^{vc}_m=\mathrm i\,(r^b_{vc}r^l_{cv}-r^l_{vc}r^b_{cv})\equiv\Omega^{vc}_{bl}.
\label{pair}
\end{equation}
The second form follows from $\epsilon_{blm}\epsilon_{mb'l'}=\delta_{bb'}\delta_{ll'}-\delta_{bl'}\delta_{lb'}$. The vector is real, since $(\mathbf r^*\times\mathbf r)^*=\mathbf r\times\mathbf r^*=-\mathbf r^*\times\mathbf r$. It does not depend on the phases of the eigenvectors, since a change of phase multiplies $\mathbf r_{cv}$ by a phase factor and $\mathbf r_{vc}$ by its conjugate. The antisymmetric part we need has the opposite order of labels:
\begin{equation}
\tfrac12\,(r^b_{cv}r^l_{vc}-r^l_{cv}r^b_{vc})=-\tfrac12\,(r^b_{vc}r^l_{cv}-r^l_{vc}r^b_{cv})=-\frac{1}{2\mathrm i}\,\epsilon_{blm}\Omega^{vc}_m=\frac{\mathrm i}{2}\,\epsilon_{blm}\Omega^{vc}_m .
\end{equation}
Contracting with $E_bE_l^*$ and using $\epsilon_{blm}E_bE_l^*=(\mathbf E\times\mathbf E^*)_m$,
\begin{equation}
|\mathbf E\cdot\mathbf r_{cv}|^2=g_{bl}\,\mathrm{Re}(E_bE_l^*)+\frac{\mathrm i}{2}\,(\mathbf E\times\mathbf E^*)\cdot\boldsymbol\Omega^{vc}.
\label{split}
\end{equation}
Reversing the helicity means $\mathbf E\to\mathbf E^*$. The first term is unchanged and the second changes sign. The vector $\mathbf E\times\mathbf E^*$ is imaginary and vanishes for linear polarization. Inserting the second term in \eqref{golden} gives the circular injection rate,
\begin{align}
\frac{dj_a}{dt}\Big|_{\rm circ}&=\beta_{ab}\,(\mathbf E\times\mathbf E^*)_b,\\
\beta_{ab}&=\mathrm i\pi q^3\sum_{v,c}\int\!\frac{d^3k}{(2\pi)^3}\,(f_v-f_c)\,\partial_a\varepsilon_{cv}\,\Omega^{vc}_b\,\delta(\varepsilon_{cv}-\omega).
\label{beta}
\end{align}
The tensor $\beta$ is imaginary, so the rate is real. The integrand is the velocity difference times the interband curvature.

\medskip\noindent\textit{Q.} And the metric term is simply thrown away?

\medskip\noindent\textit{A.} It is separated by taking half the difference of the rates for the two helicities. With time-reversal symmetry it also vanishes by itself. Let $\Theta$ be the antiunitary operator with $|u_n(-\mathbf k)\rangle=\Theta|u_n(\mathbf k)\rangle$. The gradient with respect to $-\mathbf k$ gives a minus sign, and $\langle\Theta x|\Theta y\rangle=\langle x|y\rangle^*$, so $\mathbf r_{cv}(-\mathbf k)=-\mathrm i\langle c|\nabla v\rangle^*=\mathbf r_{cv}(\mathbf k)^*$. Then $g$ is even in $\mathbf k$ and $\boldsymbol\Omega^{vc}$ is odd. The gap is even, so $\nabla\varepsilon_{cv}$ is odd: the metric term cancels between $\mathbf k$ and $-\mathbf k$ and the curvature term adds. Under inversion the operator is unitary, $\mathbf r_{cv}(-\mathbf k)=-\mathbf r_{cv}(\mathbf k)$, both $g$ and $\boldsymbol\Omega^{vc}$ are even, and both terms cancel. The lattice model used later breaks both symmetries, and its metric term is not zero.

\medskip\noindent\textit{Q.} You call \eqref{pair} a Berry curvature. The Berry curvature I know belongs to one band and is the curl of a connection.

\medskip\noindent\textit{A.} The two are related but not the same. Let $\boldsymbol{\mathcal A}=\mathrm i\langle v|\nabla v\rangle$, which is real because $\langle v|v\rangle=1$, and $\Omega^v_{bl}=\partial_b\mathcal A_l-\partial_l\mathcal A_b$. The second derivatives cancel, leaving $\Omega^v_{bl}=\mathrm i(\langle\partial_bv|\partial_lv\rangle-\langle\partial_lv|\partial_bv\rangle)$. Insert $\sum_n|n\rangle\langle n|=1$. For $n\neq v$, $\langle n|\partial_lv\rangle=-\mathrm i r^l_{nv}$ and $\langle\partial_bv|n\rangle=(-\mathrm i r^b_{nv})^*=\mathrm i r^b_{vn}$, with product $r^b_{vn}r^l_{nv}$. The term $n=v$ gives $\mathcal A_b\mathcal A_l$, which is symmetric and cancels. Therefore
\begin{equation}
\boldsymbol\Omega^v=\nabla\times\boldsymbol{\mathcal A}=\sum_{n\neq v}\boldsymbol\Omega^{vn}.
\label{sum}
\end{equation}
The pair curvature equals the band curvature when there are two bands; with more bands it does so only where the other pair terms add to zero. The program, printed with its output after this text, tests \eqref{sum} against the Berry phase of a small loop, for a two-band and a three-band Hamiltonian, and tests that in the three-band case the pair term alone misses it.

\section{The trace}

\noindent\textit{Q.} Velocities are still in \eqref{beta}. How do they leave?

\medskip\noindent\textit{A.} The delta function confines the integral to the surface $S_\omega$ on which $\varepsilon_{cv}=\omega$. Near it use coordinates along the surface and a distance $k_\perp$ along the unit normal $\hat{\boldsymbol\nu}=\nabla\varepsilon_{cv}/|\nabla\varepsilon_{cv}|$, which points toward increasing gap. Then $d^3k=dS\,dk_\perp=dS\,d\varepsilon_{cv}/|\nabla\varepsilon_{cv}|$, and the magnitude of the velocity difference cancels against this Jacobian. Define for one pair the dimensionless tensor
\begin{equation}
B_{ab}=\frac1{2\pi}\int d^3k\,(f_v-f_c)\,\partial_a\varepsilon_{cv}\,\Omega^{vc}_b\,\delta(\varepsilon_{cv}-\omega)
=\frac1{2\pi}\int_{S_\omega}\!dS\,(f_v-f_c)\,\hat\nu_a\,\Omega^{vc}_b ,
\label{B}
\end{equation}
so that $\beta_{ab}=\mathrm i\pi q^3\,2\pi B_{ab}/(2\pi)^3=\mathrm i q^3B_{ab}/4\pi$. A large gap gradient gives a large velocity kick and, in the same proportion, few resonant states. The trace contracts the normal with the curvature:
\begin{equation}
\mathrm{Tr}\,B=\frac1{2\pi}\int_{S_\omega}dS\,(f_v-f_c)\,\hat{\boldsymbol\nu}\cdot\boldsymbol\Omega^{vc}.
\label{flux}
\end{equation}
It is the flux of the pair curvature through the resonant surface, weighted by the Pauli factor.

\medskip\noindent\textit{Q.} A flux is still a number that can take any value. Why an integer?

\medskip\noindent\textit{A.} Take two bands, $H=d_0+\mathbf d\cdot\boldsymbol\sigma$, with $p=|\mathbf d|$, $\mathbf n=\mathbf d/p$, energies $d_0\mp p$ and gap $2p$. From \eqref{rcv}, $r^b_{vc}r^l_{cv}=V^b_{vc}V^l_{cv}/\varepsilon_{cv}^2$. The term $\nabla d_0$ is proportional to the unit matrix and has no interband element. With $\mathbf x=\partial_b\mathbf d$, $\mathbf y=\partial_l\mathbf d$ and $|c\rangle\langle c|=1-|v\rangle\langle v|$,
\begin{align}
V^b_{vc}V^l_{cv}&=\langle v|(\mathbf x\cdot\boldsymbol\sigma)(\mathbf y\cdot\boldsymbol\sigma)|v\rangle-\langle v|\mathbf x\cdot\boldsymbol\sigma|v\rangle\langle v|\mathbf y\cdot\boldsymbol\sigma|v\rangle\nonumber\\
&=\mathbf x\cdot\mathbf y-(\mathbf n\cdot\mathbf x)(\mathbf n\cdot\mathbf y)-\mathrm i\,\mathbf n\cdot(\mathbf x\times\mathbf y),
\end{align}
using $(\mathbf x\cdot\boldsymbol\sigma)(\mathbf y\cdot\boldsymbol\sigma)=\mathbf x\cdot\mathbf y+\mathrm i\boldsymbol\sigma\cdot(\mathbf x\times\mathbf y)$ and $\langle v|\boldsymbol\sigma|v\rangle=-\mathbf n$. Dividing by $4p^2$ and separating the parts,
\begin{align}
g_{bl}&=\frac{\partial_b\mathbf d\cdot\partial_l\mathbf d-(\mathbf n\cdot\partial_b\mathbf d)(\mathbf n\cdot\partial_l\mathbf d)}{4p^2},\label{metric}\\
\Omega^{vc}_{bl}&=\mathrm i\,\frac{-2\mathrm i\,\mathbf n\cdot(\partial_b\mathbf d\times\partial_l\mathbf d)}{4p^2}=\frac{\mathbf d\cdot(\partial_b\mathbf d\times\partial_l\mathbf d)}{2p^3}.
\label{dform}
\end{align}
Since $\partial_b\mathbf d=\mathbf n\,\partial_bp+p\,\partial_b\mathbf n$, and any term along $\mathbf n$ drops out of the triple product, $\Omega^{vc}_{bl}=\tfrac12\mathbf n\cdot(\partial_b\mathbf n\times\partial_l\mathbf n)$.

The trace of the circular injection tensor has been reduced to the flux of the pair curvature through the resonant surface, weighted by the Pauli factor, and for two bands that curvature has been written in terms of the unit vector $\mathbf n$ alone. It remains to show why the flux through a closed surface is quantized, what this implies for the separate components, and where the quantization fails.
